# Which double excitations can a CI for energy differences omit?

Vertical energy differences, such as the singlet–triplet gap of a molecule with two weakly coupled spins, compare states at one fixed geometry. This problem asks which excitations out of a multiconfigurational model space can be left out of a configuration interaction (CI) calculation of such differences, and at what cost.

All states share one set of real orthonormal orbitals. Inactive orbitals $i,j$ are doubly occupied in every model determinant, virtual orbitals $a,b$ are empty in every one, and active orbitals $u,v$ have varying occupation. The model determinants $I,J,\dots$ therefore differ only in their active parts. Determinants outside the model space are called $\alpha$. They are classified by their number of inactive holes (h) and virtual particles (p): 2h1p means two holes and one particle. The space with at most two of each is called CAS+SD.

The Hamiltonian is split as $H=H_0+V$, with

$$H_0=\sum_p\varepsilon_p n_p ,$$

where $n_p$ counts the electrons in orbital $p$ and the energies $\varepsilon_p$ are the same for all states. Every determinant is an eigenfunction of $H_0$; its eigenvalue is written $E^0_I$ or $E^0_\alpha$.

## (a) The second-order effective Hamiltonian

**Find the matrix in the model space that describes the outer determinants to second order in $V$.**

**Solution.** Let $P$ project on the model space and let $Q=1-P$. We seek an operator $\Omega=P+X$, with $X=QXP$, that turns model vectors into eigenvectors of $H$:

$$H\Omega=\Omega H_{\rm eff}.$$

If $H_{\rm eff}c=Ec$, then $H\Omega c=E\,\Omega c$, so the eigenvalues of $H_{\rm eff}$ are energies of $H$. Projecting with $P$ and with $Q$ gives

$$H_{\rm eff}=PHP+PHX,\qquad QHP+QHX=XH_{\rm eff}.$$

Since $H_0$ is diagonal, $QHP=QVP$ is of first order, and so is $X$. To first order the second equation reads $QHP+H_0X=XH_0$, or in components

$$H_{\alpha I}+E^0_\alpha X_{\alpha I}=X_{\alpha I}E^0_I
\;\Rightarrow\;
X_{\alpha I}=-\frac{H_{\alpha I}}{E^0_\alpha-E^0_I}.$$

Inserting this in $H_{\rm eff}$ gives $H_{\rm eff}=PHP+W$ with

$$W_{JI}=-\sum_\alpha\frac{H_{J\alpha}H_{\alpha I}}{E^0_\alpha-E^0_I}. \tag{1}$$

The denominators must not be small. Each class of $\alpha$ contributes separately to the sum.

## (b) The 2h2p class

**Evaluate $W$ for determinants with two inactive holes and two virtual particles. In this part $i,j,a,b$ denote spin orbitals.**

**Solution.** Take $|\alpha\rangle=a^\dagger b^\dagger j\,i\,|I\rangle$. It differs from $I$ by two spin orbitals. Another model determinant $J\neq I$ lacks both virtual electrons and also differs in at least one active spin orbital, so $J$ and $\alpha$ differ by at least three. A two-body Hamiltonian cannot connect them. Each such $\alpha$ thus couples to one model determinant, and $W$ is diagonal. A 2h2p determinant whose active part matches no model determinant couples to none.

For the coupling, write the repulsion as $\tfrac12\sum_{pqrs}\langle pq|rs\rangle\,p^\dagger q^\dagger s\,r$. Four terms remove $i,j$ and create $a,b$:

$$\tfrac12\big[\langle ab|ij\rangle a^\dagger b^\dagger j i+\langle ab|ji\rangle a^\dagger b^\dagger i j+\langle ba|ij\rangle b^\dagger a^\dagger j i+\langle ba|ji\rangle b^\dagger a^\dagger i j\big].$$

Exchanging two creators or two annihilators changes the sign, and $\langle ba|ji\rangle=\langle ab|ij\rangle$ because the electrons are identical. The sum is therefore $\langle ab\|ij\rangle\,a^\dagger b^\dagger j i$ with $\langle ab\|ij\rangle=\langle ab|ij\rangle-\langle ab|ji\rangle$, and

$$H_{\alpha I}=\langle ab\|ij\rangle .$$

No active index appears. The excitation is possible from every $I$, since $i,j$ are always occupied and $a,b$ always empty.

In the denominator the active electrons contribute equally to $E^0_\alpha$ and $E^0_I$ and cancel:

$$E^0_\alpha-E^0_I=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j .$$

This holds even if the active orbital energies differ among themselves. An unrestricted sum over $i,j,a,b$ counts each determinant four times, so

$$W_{JI}=-S\,\delta_{JI},\qquad
S=\frac14\sum_{ijab}\frac{\langle ab\|ij\rangle^2}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}. \tag{2}$$

## (c) Spin summation and consequence

**Express $S$ in spatial orbitals, and find its effect on the model states and their energy differences.**

**Solution.** Let $i,j,a,b$ be spatial orbitals again and define

$$(ia|jb)=\iint i(1)a(1)\,r_{12}^{-1}\,j(2)b(2)\,d1\,d2 .$$

The direct integral equals $(ia|jb)$ if $a$ has the spin of $i$ and $b$ that of $j$; the exchange integral equals $(ib|ja)$ if $b$ has the spin of $i$ and $a$ that of $j$. Each condition is met by four spin assignments, and both together by two (all spins equal). Hence

$$\frac14\sum_{\rm spins}\langle ab\|ij\rangle^2=(ia|jb)^2+(ib|ja)^2-(ia|jb)(ib|ja).$$

The denominator is symmetric in $a$ and $b$, so renaming $a\leftrightarrow b$ turns the second term into the first:

$$S=\sum_{ijab}\frac{(ia|jb)\,[\,2(ia|jb)-(ib|ja)\,]}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}. \tag{3}$$

Let $W'$ collect the other classes. The eigenvalue equation is

$$(PHP+W'-S)\,c_m=E_m c_m .$$

A multiple of the unit matrix leaves every $c_m$ unchanged and lowers every $E_m$ by $S$. It cancels in $E_m-E_n$. Physically, $-S$ is the second-order pair correlation energy of the inactive electrons from excitation into the virtual orbitals, which at this order does not feel how the active electrons are arranged.

This justifies difference-dedicated CI (DDCI), which diagonalizes $H$ in the CAS+SD space without the 2h2p class. With $N_i$ inactive and $N_v$ virtual orbitals, that class grows as $N_i^2N_v^2$. The other classes involve at most three inactive or virtual indices.

## (d) The classes that remain

**Why does the argument not remove the 1h1p or 2h1p class as well?**

**Solution.** In spin orbitals, a single excitation $i\to a$ has the coupling

$$\langle I_i^a|H|I\rangle=h_{ai}+\sum_{k\in I}\langle ak\|ik\rangle ,$$

where $h$ is the one-electron part and $k$ runs over the occupied spin orbitals, active ones included. The coupling depends on $I$. The 1h1p class also contains $i\to a$ accompanied by an active rearrangement, so one $\alpha$ can be reached from several model determinants, and $W$ acquires off-diagonal elements.

A 2h1p excitation places one electron in an active spin orbital, which must be empty in $I$. Some model determinants allow it and others block it. The classes 1h, 1p, 2h, 2p and 1h2p likewise change the number of active electrons. Nothing makes their effect equal for all states, so they are kept.

## (e) A model with two spin centres

**Six electrons occupy a chain of six sites:**

$$H=\sum_p e_pn_p+\sum_{p,\sigma}t_p\,(c^\dagger_{p\sigma}c_{p+1,\sigma}+{\rm h.c.})+U\sum_p n_{p\uparrow}n_{p\downarrow}+\sum_{p<q}V_{pq}(n_p-1)(n_q-1).$$

**Here $U=6$ eV and $V_{pq}=U/(1+|p-q|)$. The hopping is $-3$ eV within the four inner sites and $-1$ eV to each end site; $e_2=0.5$ eV and the other $e_p$ vanish. Compare the second-order and CI descriptions of the gap $E_T-E_S$ between the lowest triplet and singlet.**

**Solution.** The orbitals come from a self-consistent mean field with two electrons in each of the two lowest orbitals and one in each of the next two. Their energies are $-3.423$, $-0.345$, $2.639$, $3.384$, $6.646$ and $9.579$ eV. This gives two inactive, two active and two virtual orbitals. For equation (1) both active energies are replaced by their mean, 3.011 eV, so that all model determinants have the same $E^0$. With total $M_S=0$ there are four model determinants and 400 determinants in all.

The smallest 2h2p denominator is $2(6.646+0.345)=13.98$ eV. Equation (3) gives $S=0.1356$ eV, and summing (1) explicitly over the 2h2p determinants gives $-0.1356$ eV for each of the four diagonal elements.

The expectation values of $W$ in the lowest singlet and triplet of $PHP$ are, in eV:

| Class | Singlet | Triplet | Gap change |
|---|---|---|---|
| 1h | −0.0523 | −0.1094 | −0.0572 |
| 1p | −0.0350 | −0.0909 | −0.0560 |
| 1h1p | −0.1355 | −0.0582 | +0.0774 |
| 2h | −0.0002 | −0.0014 | −0.0012 |
| 2p | −0.0000 | −0.0011 | −0.0011 |
| 2h1p | −0.0190 | −0.0245 | −0.0055 |
| 1h2p | −0.0193 | −0.0260 | −0.0067 |
| 2h2p | −0.1356 | −0.1356 | 0.0000 |

The 2h2p class lowers the singlet about as much as the largest other class, yet leaves the gap alone. The other seven change the gap by $-0.0503$ eV. Added to the model-space gap of 0.1454 eV, this gives 0.0951 eV through second order.

Diagonalizing $H$ in each space gives:

| Space | Determinants | Gap (eV) |
|---|---|---|
| Model space (CAS) | 4 | 0.1454 |
| CAS+2h2p | 92 | 0.1441 |
| DDCI | 148 | 0.0822 |
| CAS+SD | 236 | 0.0893 |
| Full CI | 400 | 0.0876 |

Full CI is the exact solution of this six-site model. Relative to it, the DDCI gap is 6% too small and the CAS+SD gap 2% too large. In wavenumbers, DDCI gives 663 cm⁻¹ and full CI 706 cm⁻¹.

## (f) Where the cancellation ends

**At what order can 2h2p excitations first change a gap? What happens with other denominators, orbitals or geometries?**

**Solution.** Let $H(\lambda)=H_0+\lambda V$. With the common active energy, $PH_0P=E^0P$, and in the CAS+2h2p space

$$H_{\rm eff}=E^0+\lambda PVP-\lambda^2S+O(\lambda^3).$$

Relative to the model space alone, each energy falls by $\lambda^2S$, while a gap can change from order $\lambda^3$ onward. Halving $\lambda$ should then reduce the gap change eightfold. Diagonalization at $\lambda=0.01$ and $0.005$ gives a factor of 8.02. For the DDCI classes, which act at second order, the factor is 4.01.

At $\lambda=1$ the higher orders are visible. Adding 2h2p to the model space lowers the singlet by 0.1928 eV and the triplet by 0.1941 eV. Both values exceed $S$, but they differ by only 0.0013 eV. Adding 2h2p to the DDCI space changes the gap by more, $0.08931-0.08216=0.0072$ eV. This is the cost of the omission within CAS+SD.

One source of these terms appears if $E^0_\alpha-E^0_I$ is replaced by the Epstein–Nesbet denominator $H_{\alpha\alpha}-H_{II}$. In spin orbitals this contains

$$\sum_{u\in I}\big(\langle au\|au\rangle+\langle bu\|bu\rangle-\langle iu\|iu\rangle-\langle ju\|ju\rangle\big),$$

the interaction of the active electrons with the moved pair, which depends on $I$. Write the new denominator as $\Delta+\delta_I$, where $\Delta$ is the old one and $\delta_I=V_{\alpha\alpha}-V_{II}$. Then

$$\frac1{\Delta+\delta_I}=\frac1\Delta-\frac{\delta_I}{\Delta^2}+\dots$$

Together with the two couplings in the numerator, the state dependence enters at third order. In the model the four shifts become $-0.1821$, $-0.1852$, $-0.1852$ and $-0.1884$ eV, a spread of 6 meV.

$S$ also belongs to one geometry and one orbital set:

- Multiplying all hoppings by 0.8, as a crude stretching, raises it from 0.1356 to 0.1574 eV.
- Weakening only the inner hoppings to $-2.8$ eV leaves it nearly unchanged, at 0.1358 eV.
- Orbitals optimized for the closed-shell occupation, with both active electrons in the lower active orbital, give 0.1088 eV.

The last change, 0.027 eV, is about 30% of the full CI gap, but closed-shell orbitals are optimal for neither state, since the singlet has strong diradical character. With orbitals optimized separately for the model-space singlet and triplet (CASSCF, with orbital energies from the mean field of each state's density), $S$ is 0.176 and 0.186 eV. The difference, 0.010 eV, is about 12% of the gap. The cancellation holds for the vertical gap at each geometry with common orbitals, but it cannot be assumed for energy differences between geometries, or between states that each have their own orbitals.

## (g) Distant spectators

**Add $n$ closed-shell systems B that do not interact with the chain A or with each other, each in its own Hartree–Fock orbitals. How do the DDCI and CAS+SD gaps respond?**

**Solution.** The Hamiltonian is now a sum of separate parts, so the exact energies add and the exact gap of A is unchanged.

In DDCI a double excitation of B is of type 2h2p and is excluded, as are single excitations on two spectators at once. A single excitation of one B may be present, but its coupling to the Hartree–Fock determinant is an off-diagonal Fock element, which vanishes (Brillouin's theorem). The determinants with all spectators unexcited therefore form a separate block. It contains the original DDCI space of A, with all energies shifted by $n$ times the Hartree–Fock energy of B. The gap between these states does not change.

In CAS+SD the spectator doubles are present, but only with A in its model space: combined with any outer $\alpha$ of A, they would exceed two holes or two particles. At leading order they lower the model block by some $ns$, with $s>0$, and leave the perturbers $\alpha$ unlowered. The denominators for A grow from $\Delta_\alpha$ to $\Delta_\alpha+ns$, and its correlation is weakened. The class contributions to the gap have both signs, so this argument alone does not fix the direction of the error.

Take as spectators two-site, two-electron dimers with the same $U$ and $V_{pq}$, hopping $-3$ eV and a site-energy difference of 1 eV. Diagonalization gives:

| $n$ | DDCI gap (eV) | CAS+SD gap (eV) |
|---|---|---|
| 0 | 0.0822 | 0.0893 |
| 1 | 0.0822 | 0.0930 |
| 2 | 0.0822 | 0.0964 |
| 4 | 0.0822 | 0.1020 |

The full CI gap stays at 0.0876 eV. CAS+SD is the more accurate for the isolated chain, the two errors are about equal in size with one spectator, and with four the CAS+SD gap is 16% too large.

This invariance concerns gaps in the presence of closed-shell spectators. It does not make DDCI size-consistent in general: its total energies lack the correlation of the spectators, and two separated systems that both have active electrons are not covered by the argument.
